# Why CCD with Hartree-Fock Orbitals Can Miss Two-Electron Correlation: a numerical check

```python
"""
Result under test: for a two-electron singlet, CCD equals CI with doubles only.
With Hartree-Fock (HF) orbitals it generally misses singles and differs from
full CI (FCI). CCSD, or CCD with the Brueckner orbital, reproduces FCI.

Model: lattice sites with one-electron matrix h and on-site repulsion U.
Two-site h = [[-d, -hop], [-hop, d]]; all energies are in hartree.
The Sz=0 space is a product: spin-up orbital first, spin-down orbital second.
Orbital 0 is occupied. K couples the reference to the double excitation;
W couples the singlet single excitation to the double excitation.
The occupied two-site orbital is (cos(x/2), sin(x/2)).
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import root, brentq, minimize_scalar


def pair_hamiltonian(h, U):
    n = len(h)
    identity = np.eye(n)
    H = np.kron(h, identity) + np.kron(identity, h)
    for p in range(n):
        H[p * n + p, p * n + p] += U
    return H


def hartree_fock(h, U):
    density = np.linalg.eigh(h)[1][:, 0] ** 2
    for _ in range(600):
        orbitals = np.linalg.eigh(h + U * np.diag(density))[1]
        density = 0.5 * density + 0.5 * orbitals[:, 0] ** 2
    fock = h + U * np.diag(density)
    energies, orbitals = np.linalg.eigh(fock)
    assert np.max(abs(orbitals[:, 0] ** 2 - density)) < 1e-11
    return energies, orbitals


def in_orbitals(H, orbitals):
    basis = np.kron(orbitals, orbitals)
    return basis.T @ H @ basis


def solve_cc(H, n, singles):
    """Solve projected CC equations from exp(-T) H exp(T)."""
    identity = np.eye(n)
    excite = []
    for a in range(1, n):
        e = np.zeros((n, n))
        e[a, 0] = 1.0
        excite.append(e)
    generators, targets = [], []
    if singles:
        for a, e in enumerate(excite, 1):
            generators.append(np.kron(e, identity) + np.kron(identity, e))
            targets.append(a * n)
    for a, ea in enumerate(excite, 1):
        for b, eb in enumerate(excite, 1):
            generators.append(np.kron(ea, eb))
            targets.append(a * n + b)
    generators = np.array(generators)

    def transformed_column(amplitudes):
        T = np.tensordot(amplitudes, generators, axes=1)
        return expm(-T) @ H @ expm(T)[:, 0]

    answer = root(lambda t: transformed_column(t)[targets],
                  np.zeros(len(targets)), tol=1e-13)
    column = transformed_column(answer.x)
    assert np.max(abs(column[targets])) < 1e-10
    return column[0], answer.x


def rotation(x):
    c, s = np.cos(x / 2), np.sin(x / 2)
    return np.array([[c, -s], [s, c]])


def two_site(d, hop):
    return np.array([[-d, -hop], [-hop, d]])


d, hop, U = 0.6, 0.4, 1.0
h = two_site(d, hop)
H_sites = pair_hamiltonian(h, U)
orbital_energies, scf_orbitals = hartree_fock(h, U)
x_hf = 2 * np.arctan2(abs(scf_orbitals[1, 0]), abs(scf_orbitals[0, 0]))
H = in_orbitals(H_sites, rotation(x_hf))

# Singlet basis: reference, single excitation, double excitation.
singlets = np.zeros((4, 3))
singlets[0, 0] = singlets[3, 2] = 1.0
singlets[1:3, 1] = 1 / np.sqrt(2)
M = singlets.T @ H @ singlets
E_ref, E_single, E_double = np.diag(M)
K, W = M[0, 2], M[1, 2]
c, s = np.cos(x_hf), np.sin(x_hf)
formula_M = np.array([
    [-2*d*c - 2*hop*s + U*(1 - s*s/2), 0, U*s*s/2],
    [0, U*s*s, np.sqrt(2)*U*s*c],
    [U*s*s/2, np.sqrt(2)*U*s*c, 2*d*c + 2*hop*s + U*(1 - s*s/2)]])
assert np.allclose(M, formula_M, atol=1e-10)
assert abs(2*d*s - 2*hop*c - U*s*c) < 1e-10
for x in np.linspace(0, 2*np.pi, 721):
    assert in_orbitals(H_sites, rotation(x))[0, 0] >= E_ref - 1e-11

# CCD from its definition, the quadratic formula, and doubles-only CI.
E_ccd, ccd_amplitude = solve_cc(H, 2, False)
t_ccd = ccd_amplitude[0]
G = E_double - E_ref
t_formula = (G - np.sqrt(G*G + 4*K*K)) / (2*K)
E_cid = np.linalg.eigvalsh(M[np.ix_([0, 2], [0, 2])])[0]
assert abs(t_ccd - t_formula) < 1e-9
assert abs(E_ccd - (E_ref + K*t_formula)) < 1e-9
assert abs(E_ccd - E_cid) < 1e-9

# FCI, the eliminated equation, and CCSD.
levels, states = np.linalg.eigh(H)
E_fci = levels[0]
fci = states[:, 0] / states[0, 0]
assert levels[1] - levels[0] > 0.01
assert abs(fci[1] - fci[2]) < 1e-10
eliminated = K*K / (E_fci - E_double - W*W/(E_fci - E_single))
assert abs(E_fci - E_ref - eliminated) < 1e-10
E_ccsd, ccsd_amplitudes = solve_cc(H, 2, True)
t1, t2 = ccsd_amplitudes
assert abs(E_ccsd - E_fci) < 1e-9
assert abs(t1 - fci[2]) < 1e-8
assert abs(t2 + t1*t1 - fci[3]) < 1e-8
error = E_ccd - E_fci
assert error > 1e-3
ccd_state = np.array([1, 0, 0, t_ccd])
singles_residual = singlets[:, 1] @ H @ ccd_state
assert abs(singles_residual - t_ccd*W) < 1e-9

# Leading error when the fluctuation potential is scaled.
gap = orbital_energies[1] - orbital_energies[0]
F = np.diag([2*orbital_energies[0], sum(orbital_energies),
             2*orbital_energies[1]])


def scaled_error(scale):
    A = F + scale * (M - F)
    doubles_only = np.linalg.eigvalsh(A[np.ix_([0, 2], [0, 2])])[0]
    return doubles_only - np.linalg.eigvalsh(A)[0]


fourth_order = K*K*W*W / (4*gap**3)
ratio_large = scaled_error(0.02) / 0.02**4
ratio_small = scaled_error(0.01) / 0.01**4
limit = 2*ratio_small - ratio_large
# The remaining extrapolation error is quadratic in the scale.
assert abs(limit / fourth_order - 1) < 0.01


# Brueckner orbital from the CCD singles residual.
def brueckner_residual(x):
    A = in_orbitals(H_sites, rotation(x))
    t = solve_cc(A, 2, False)[1][0]
    return singlets[:, 1] @ A @ np.array([1, 0, 0, t])


x_b = brentq(brueckner_residual, x_hf, x_hf + 0.3, xtol=1e-12)
H_b = in_orbitals(H_sites, rotation(x_b))
E_b, amplitude_b = solve_cc(H_b, 2, False)
assert abs(E_b - E_fci) < 1e-9
minimum = minimize_scalar(
    lambda x: solve_cc(in_orbitals(H_sites, rotation(x)), 2, False)[0],
    bounds=(x_hf - 0.3, x_hf + 0.4), method="bounded",
    options={"xatol": 1e-9})
assert abs(minimum.fun - E_fci) < 1e-9
assert abs(minimum.x - x_b) < 1e-5
site_matrix = np.linalg.eigh(H_sites)[1][:, 0].reshape(2, 2)
weights, natural = np.linalg.eigh(site_matrix)
dominant = natural[:, np.argmax(abs(weights))]
assert abs(abs(dominant @ rotation(x_b)[:, 0]) - 1) < 1e-10


def left_population(state):
    C = rotation(x_hf)
    wave = C @ state.reshape(2, 2) @ C.T
    return 2 * np.sum(wave[0]**2) / np.sum(wave**2)


populations = [left_population(v) for v in
               (np.array([1., 0., 0., 0.]), ccd_state, fci)]

# Vary the site asymmetry, including the symmetric exception.
scan = []
for trial_d in (0.0, 0.3, 0.6, 0.9, 1.2):
    trial_h = two_site(trial_d, hop)
    C = hartree_fock(trial_h, U)[1]
    A = in_orbitals(pair_hamiltonian(trial_h, U), C)
    ccd = solve_cc(A, 2, False)[0]
    exact = np.linalg.eigvalsh(A)[0]
    scan.append((trial_d, A[0, 0], ccd, exact, ccd - exact))
assert abs(scan[0][-1]) < 1e-10
assert all(row[-1] > 1e-6 for row in scan[1:])

# More orbitals: even a symmetric chain can need singles.
chains = []
for label, tilt in (("symmetric", 0.0), ("tilted", 0.2)):
    n = 4
    chain_h = np.diag(tilt * np.arange(n))
    chain_h -= hop * (np.eye(n, k=1) + np.eye(n, k=-1))
    chain_H = pair_hamiltonian(chain_h, U)
    C = hartree_fock(chain_h, U)[1]
    A = in_orbitals(chain_H, C)
    ccd = solve_cc(A, n, False)[0]
    ccsd = solve_cc(A, n, True)[0]
    values, vectors = np.linalg.eigh(chain_H)
    wave = vectors[:, 0].reshape(n, n)
    assert np.allclose(wave, wave.T, atol=1e-10)
    weights, natural = np.linalg.eigh(wave)
    natural = natural[:, np.argsort(-abs(weights))]
    ccd_b = solve_cc(in_orbitals(chain_H, natural), n, False)[0]
    assert ccd - values[0] > 1e-5
    assert abs(ccsd - values[0]) < 1e-9
    assert abs(ccd_b - values[0]) < 1e-9
    chains.append((label, tilt, ccd, values[0], ccd - values[0]))

print(f"Two-site input: d={d:.1f}, hop={hop:.1f}, U={U:.1f} hartree")
print(f"HF: cos x={c:.6f}, sin x={s:.6f}, x={x_hf:.6f} rad")
print(f"HF orbital weights: left={populations[0]/2:.6f}, "
      f"right={1-populations[0]/2:.6f}")
print("HF orbital energies (hartree):",
      " ".join(f"{v + 0.0:.6f}" for v in np.round(orbital_energies, 10)))
print(f"HF orbital gap = {gap:.6f} hartree")
print(f"E11={E_ref:.6f}, ES={E_single:.6f}, E22={E_double:.6f} hartree")
print(f"K={K:.6f}, W={W:.6f}, G={G:.6f} hartree")
print(f"CCD double amplitude = {t_ccd:.8f}")
print(f"CCD singles residual = {singles_residual:.8f} hartree")
print(f"E(HF)   = {E_ref:.8f} hartree")
print(f"E(CCD)  = {E_ccd:.8f} hartree")
print(f"E(CCSD) = {E_ccsd:.8f} hartree")
print(f"E(FCI)  = {E_fci:.8f} hartree")
print(f"CCD correlation energy = {E_ccd-E_ref:.8f} hartree")
print(f"FCI correlation energy = {E_fci-E_ref:.8f} hartree")
print(f"CCD error = {error:.8f} hartree")
print(f"Missing correlation = {100*error/(E_ref-E_fci):.4f} percent")
print(f"CCSD amplitudes: t1={t1:.8f}, t2={t2:.8f}")
print(f"FCI ratios: c21/c11={fci[2]:.8f}, c22/c11={fci[3]:.8f}")
print(f"Fourth-order error coefficient = {fourth_order:.8f} hartree")
print(f"Extrapolated scaled-error coefficient = {limit:.8f} hartree")
print(f"Brueckner x={x_b:.8f} rad; orbital turn={(x_b-x_hf)/2:.8f} rad")
print(f"Brueckner orbital left weight = {np.cos(x_b/2)**2:.8f}")
print(f"Brueckner reference energy = {H_b[0,0]:.8f} hartree")
print(f"Brueckner CCD amplitude = {amplitude_b[0]:.8f}")
print(f"Brueckner CCD energy = {E_b:.8f} hartree")
print("Left-site electrons: HF={:.6f}, CCD ket={:.6f}, FCI={:.6f}"
      .format(*populations))
print("Scan: d, E(HF), E(CCD), E(FCI), CCD error (all hartree)")
for row in scan:
    clean = [0.0 if abs(v) < 5e-10 else v for v in row]
    print("{:.1f} {:.8f} {:.8f} {:.8f} {:.8f}".format(*clean))
print("Four-site chains: same hop and U; tilt is energy step per site")
for label, tilt, ccd, exact, difference in chains:
    print(f"{label}: tilt={tilt:.1f}, CCD={ccd:.8f}, "
          f"FCI={exact:.8f}, error={difference:.8f} hartree")
print("every check passed")
```

Printed output:

```
Two-site input: d=0.6, hop=0.4, U=1.0 hartree
HF: cos x=0.600000, sin x=0.800000, x=0.927295 rad
HF orbital weights: left=0.800000, right=0.200000
HF orbital energies (hartree): 0.000000 1.000000
HF orbital gap = 1.000000 hartree
E11=-0.680000, ES=0.640000, E22=2.040000 hartree
K=0.320000, W=0.678823, G=2.720000 hartree
CCD double amplitude = -0.11606230
CCD singles residual = -0.07878570 hartree
E(HF)   = -0.68000000 hartree
E(CCD)  = -0.71713994 hartree
E(CCSD) = -0.72224458 hartree
E(FCI)  = -0.72224458 hartree
CCD correlation energy = -0.03713994 hartree
FCI correlation energy = -0.04224458 hartree
CCD error = 0.00510465 hartree
Missing correlation = 12.0836 percent
CCSD amplitudes: t1=0.04651652, t2=-0.13417811
FCI ratios: c21/c11=0.04651652, c22/c11=-0.13201433
Fourth-order error coefficient = 0.01179648 hartree
Extrapolated scaled-error coefficient = 0.01179458 hartree
Brueckner x=1.00929456 rad; orbital turn=0.04099967 rad
Brueckner orbital left weight = 0.76622899
Brueckner reference energy = -0.67435897 hartree
Brueckner CCD amplitude = -0.13366749
Brueckner CCD energy = -0.72224458 hartree
Left-site electrons: HF=1.600000, CCD ket=1.584050, FCI=1.513765
Scan: d, E(HF), E(CCD), E(FCI), CCD error (all hartree)
0.0 -0.30000000 -0.44339811 -0.44339811 0.00000000
0.3 -0.39875871 -0.49859163 -0.50541714 0.00682551
0.6 -0.68000000 -0.71713994 -0.72224458 0.00510465
0.9 -1.10048430 -1.11008208 -1.11094444 0.00086236
1.2 -1.60486211 -1.60723885 -1.60733112 0.00009227
Four-site chains: same hop and U; tilt is energy step per site
symmetric: tilt=0.0, CCD=-1.10285183, FCI=-1.10292656, error=0.00007473 hartree
tilted: tilt=0.2, CCD=-0.60938746, FCI=-0.61059316, error=0.00120571 hartree
every check passed
```
